# Image-Force Lowering of a Metal Contact Barrier and Its Half Factor

**Q.** An electron outside a metal is said to be pulled back by an "image charge". There is no charge behind the surface. What pulls on the electron?

**A.** Charge on the metal surface does. Let the metal fill $x<0$ and a medium of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ fill $x>0$. An electron of charge $-q$, with $q>0$, rests at distance $d$ from the plane surface. I take the metal as a perfect conductor, the medium as a linear continuum, and the electron as a slow classical point charge. The electron draws positive charge to the surface, and that charge attracts it.

To find the surface charge we need the potential $V$ in $x>0$. It must have the electron as its source, vanish on the metal, which we take as the zero of potential, and vanish far away. With $r$ the distance from the axis through the electron, try

$$V=\frac{1}{4\pi\varepsilon}\left[-\frac{q}{\sqrt{r^2+(x-d)^2}}+\frac{q}{\sqrt{r^2+(x+d)^2}}\right].$$

At $x=0$ the two roots are equal and $V=0$. The second term is the potential of a charge $+q$ at $x=-d$. That point lies outside the region where the formula is used, so the term adds no source in the medium.

**Q.** You guessed a potential that fits. Could another one fit as well?

**A.** No. Let $w$ be the difference of two solutions. The electron's source cancels, so $\nabla^2w=0$ in $x>0$, and $w$ vanishes on the surface and at infinity. At each point inside the region, such a function equals its average over any small sphere around that point, so it cannot have a peak or a dip there. Its largest and smallest values are those on the boundary and at infinity, which are all zero. Hence $w=0$ everywhere.

**Q.** Then show me the real surface charge, and get the force from it without the fictitious charge.

**A.** The field inside the metal is zero, so the surface charge density is $\sigma=\varepsilon E_x=-\varepsilon\,\partial V/\partial x$ at $x=0^+$. The derivative is

$$\frac{\partial V}{\partial x}=\frac{q}{4\pi\varepsilon}\left[\frac{x-d}{(r^2+(x-d)^2)^{3/2}}-\frac{x+d}{(r^2+(x+d)^2)^{3/2}}\right].$$

At $x=0$ each term in the bracket gives $-d/R^3$, where $R=\sqrt{r^2+d^2}$. Therefore

$$\sigma(r)=\frac{qd}{2\pi R^3}.$$

Its total is

$$\int_0^\infty\sigma\,2\pi r\,dr=qd\int_0^\infty\frac{r\,dr}{(r^2+d^2)^{3/2}}=qd\cdot\frac1d=q.$$

A surface element at radius $r$ attracts the electron along a line of length $R$. The sideways parts cancel around each ring, and the part normal to the surface carries a factor $d/R$. The size of the attraction is

$$\int_0^\infty\frac{q\,\sigma}{4\pi\varepsilon R^2}\,\frac dR\,2\pi r\,dr
=\frac{q^2d^2}{4\pi\varepsilon}\int_0^\infty\frac{r\,dr}{(r^2+d^2)^3}.$$

The last integral is $1/(4d^4)$, so the attraction is

$$\frac{q^2}{16\pi\varepsilon d^2}=\frac{q^2}{4\pi\varepsilon(2d)^2}.$$

This is the force between the electron and a charge $+q$ at distance $2d$. The image gives the correct force because in $x>0$ it produces the same field as the surface charge.

**Q.** Then the energy is simple. Two charges $-q$ and $+q$ at separation $2d$ have energy $-q^2/(8\pi\varepsilon d)$.

**A.** That energy belongs to two independent charges. Here we must find the work for one electron in front of a metal. Let $s$ be its distance during a slow approach from infinity. The force along $x$ is $-q^2/(16\pi\varepsilon s^2)$, and the potential energy is minus the work done by this force:

$$U_{\rm im}(d)=\int_\infty^d\frac{q^2}{16\pi\varepsilon s^2}\,ds
=\frac{q^2}{16\pi\varepsilon}\left[-\frac1s\right]_\infty^d
=-\frac{q^2}{16\pi\varepsilon d}.$$

It is half of your value. When the electron moves by $ds$, the image moves too, and the separation changes by $2\,ds$. The force at a given separation is that of a real pair, but the electron covers half the change in separation. No outside agent has to move the image.

**Q.** The image is fictitious, so its motion explains little. The electron sits in the potential of the surface charge. Charge times potential gives $-q^2/(8\pi\varepsilon d)$ again. Where is the missing energy?

**A.** It was spent in assembling the surface charge. Your product is the mutual energy of the electron and $\sigma$. At the electron, the potential of $\sigma$ is that of the image, $q/[4\pi\varepsilon(2d)]$, so

$$U_{\rm mutual}=-\frac{q^2}{8\pi\varepsilon d}.$$

The positive surface charge also repels itself. On the surface its potential is $q/(4\pi\varepsilon R)$, which cancels the electron's potential there. If $\sigma$ is built up in proportion, its own potential grows from zero to this value, and the average is half the final one. The assembly energy is

$$U_{\rm assembly}=\frac12\int_0^\infty\frac{qd}{2\pi R^3}\,\frac{q}{4\pi\varepsilon R}\,2\pi r\,dr
=\frac{q^2d}{8\pi\varepsilon}\int_0^\infty\frac{r\,dr}{(r^2+d^2)^2}.$$

The integral is $1/(2d^2)$, which gives $U_{\rm assembly}=+q^2/(16\pi\varepsilon d)$. The sum is

$$-\frac{q^2}{8\pi\varepsilon d}+\frac{q^2}{16\pi\varepsilon d}=-\frac{q^2}{16\pi\varepsilon d}.$$

Your value would be right for pulling the electron away while the surface charge stayed frozen in place. In a metal the charge spreads out as the electron leaves.

**Q.** Energy can also be assigned to the field. Does that account give the same half?

**A.** It does. Let $\mathbf E_1$ be the field of the electron alone and $\mathbf E_2$ that of the image alone. The real field is $\mathbf E_1+\mathbf E_2$ for $x>0$ and zero in the metal. We subtract the energy of the isolated electron in an unbounded medium. The term $E_1^2$ in $x>0$ cancels inside the integral, and with it the divergence at the point charge:

$$U_{\rm im}=\frac\varepsilon2\int_{x>0}E_2^2\,dv-\frac\varepsilon2\int_{x<0}E_1^2\,dv+\varepsilon\int_{x>0}\mathbf E_1\cdot\mathbf E_2\,dv.$$

The first two terms cancel, because reflection in the surface exchanges the two charges apart from sign. The product $\mathbf E_1\cdot\mathbf E_2$ has equal values at mirror points, so the last term is half of its integral over all space.

To find the full integral, write $\mathbf E_2=-\nabla V_2$ and integrate by parts. The boundary term vanishes at infinity, and $\varepsilon\nabla\cdot\mathbf E_1$ is the charge density of the electron. The full integral is therefore $-qV_2$ at the electron, or $-q^2/(8\pi\varepsilon d)$. Half of it is again $-q^2/(16\pi\varepsilon d)$.

**Q.** I accept the half. Now apply a uniform field. Which direction gives a barrier with a top?

**A.** The force must push the electron away from the metal, against the image attraction. The electron is negative, so the field vector points toward the metal. Let $F>0$ be its magnitude, so that $E_x=-F$. The force is $(-q)(-F)=+qF$, and the corresponding energy, set to zero at the surface, is $-qFx$.

From here on $x$ is the electron's distance from the metal. The equations are linear, so the two forces add:

$$U(x)=-\frac{q^2}{16\pi\varepsilon x}-qFx.$$

This energy is measured from $\phi_{B0}$, the barrier at the surface without image force. The full barrier profile, measured from the Fermi level of the metal, is $\phi_{B0}+U(x)$.

If the field pointed the other way, the second term would be $+qFx$. The slope $q^2/(16\pi\varepsilon x^2)+qF$ would then be positive at every $x>0$, and there would be no maximum.

**Q.** Why does the field term escape the factor one half? The metal carries surface charge for that field too.

**A.** That charge is there before the electron arrives and does not depend on where the electron is. The force $qF$ is constant, and its work over a distance $x$ is $qFx$. The half in the image term comes from a charge that the electron itself induces.

**Q.** Then where is the top of the barrier, and is there just one?

**A.** The derivative of $-1/x$ is $+1/x^2$, so

$$U'(x)=\frac{q^2}{16\pi\varepsilon x^2}-qF.$$

Setting this to zero and dividing by $q$ gives $F=q/(16\pi\varepsilon x_m^2)$, hence

$$x_m=\sqrt{\frac{q}{16\pi\varepsilon F}}.$$

The negative root lies inside the metal and is discarded. The second derivative is

$$U''(x)=-\frac{q^2}{8\pi\varepsilon x^3}<0$$

for all $x>0$. The slope falls steadily and passes through zero once, so this is the single maximum. Closer to the metal the image attraction wins, and farther away the applied field wins.

**Q.** And how far below $\phi_{B0}$ is that top?

**A.** The force balance says $q^2/(16\pi\varepsilon)=qFx_m^2$. Put this into the image term:

$$-\frac{q^2}{16\pi\varepsilon x_m}=-\frac{qFx_m^2}{x_m}=-qFx_m.$$

The image and field terms are equal at the top. The lowering $\Delta\phi=-U(x_m)$ is

$$\Delta\phi=2qFx_m=q\sqrt{\frac{4F^2q}{16\pi\varepsilon F}}
=q\sqrt{\frac{qF}{4\pi\varepsilon}}.$$

The remaining barrier is $\phi_{B0}-\Delta\phi$. As $F\to0$ the lowering goes to zero as $\sqrt F$, while $x_m$ moves out as $1/\sqrt F$.

**Q.** What would my pair energy have done to this result?

**A.** It doubles the coefficient of $1/x$. The balance becomes $q^2/(8\pi\varepsilon x^2)=qF$, so the position grows by $\sqrt2$. The lowering is still $2qF$ times the position, so it grows by $\sqrt2$ as well. The error is about 41% of the correct value in both.

**Q.** Put in numbers. Is the effect large enough to matter?

**A.** Take round model parameters: $\varepsilon_r=12$, $F=10^7$ V/m $=0.010$ V/nm, and $\phi_{B0}=0.80$ eV. With lengths in nm and energies in eV, the useful constant is $q/(4\pi\varepsilon_0)=1.440$ V nm. Since $16\pi\varepsilon=4\varepsilon_r(4\pi\varepsilon_0)$,

$$x_m=\sqrt{\frac{1.440\ \text{V nm}}{4\times12\times0.010\ \text{V/nm}}}
=\sqrt{3.00\ \text{nm}^2}=1.73\ \text{nm}.$$

Each term at the top is $-0.010\times1.732=-0.01732$ eV. The lowering is twice that size, $0.0346$ eV or $34.6$ meV, and the remaining barrier is $0.765$ eV. Without the half, the position would be $2.45$ nm and the lowering $0.0490$ eV.

**Q.** That is about 4% of the barrier. Why care?

**A.** Thermal emission depends exponentially on the barrier. In a classical model the emitted flux is an integral over momentum $p$ normal to the surface, with weight $v\,e^{-E/k_BT}$. Since $v\,dp=dE$, the flux over a top at energy $\phi$ is proportional to

$$\int_\phi^\infty e^{-E/k_BT}\,dE=k_BT\,e^{-\phi/k_BT}.$$

If the prefactor stays the same, lowering the top by $\Delta\phi$ multiplies the flux by $e^{\Delta\phi/k_BT}$. At 300 K, $k_BT=0.02585$ eV, and the factor is

$$e^{0.03464/0.02585}=e^{1.340}=3.82.$$

A small part of the barrier is still more than one $k_BT$. This estimate leaves out tunnelling through the barrier and quantum reflection above it. They can change the factor appreciably, so 3.82 is a classical figure and not a prediction for a real contact.

**Q.** What does the barrier look like around the top?

**A.** These are the energies for the same parameters:

| $x$ (nm) | $U$ (eV) |
|---|---|
| 0.50 | −0.0650 |
| 1.00 | −0.0400 |
| 1.73 | −0.0346 |
| 3.00 | −0.0400 |
| 6.00 | −0.0650 |

**Q.** The values repeat in pairs. Is that an accident?

**A.** The pairing follows from the formula. Replace $q^2/(16\pi\varepsilon)$ by $qFx_m^2$:

$$U(x)=-qFx_m\left(\frac{x_m}{x}+\frac{x}{x_m}\right).$$

Replacing $x$ by $x_m^2/x$ exchanges the two terms and leaves $U$ unchanged. Here $x_m^2$ is 3.00 nm² to the digits shown, so 1 nm pairs with 3 nm, and 0.5 nm with 6 nm. In distance the top is lopsided: the energy falls faster toward the metal than away from it.

**Q.** The $1/x$ term goes to minus infinity at the surface. Does that not ruin the result?

**A.** It shows where the model stops. At atomic distances the surface is not a sharp plane, the metal does not screen perfectly, and the medium is not a continuum. The true energy stays finite there. The image term at the top is the work done between infinity and $x_m$, so it does not use the image force closer in. The field term does need the assumed field all the way from the surface to $x_m$. For both reasons $x_m$ must be well above atomic distances. There is a further condition on the position. In a Thomas-Fermi model of the metal, with an abrupt edge and screening length $\lambda$, a distant electron sees an effective mirror plane about $\varepsilon_r\lambda$ behind the surface, and $x_m$ must be well above this shift too. The model ignores the spill-out of electrons, which in real metals can put the plane in front of the edge, so it indicates only a possible size of the shift. For $\lambda=0.05$ nm and $\varepsilon_r=12$ the shift is 0.6 nm. That is about a third of the 1.73 nm in the worked example, so the positions given here are those of an ideal metal. The lowering is less sensitive. In this model the applied field enters the metal and ends on the same shifted plane, so to leading order both terms of $U$ depend on $x+\varepsilon_r\lambda$: the top moves toward the metal, while the lowering below the zero-field barrier stays nearly the same.

The field sets $x_m$. With $\varepsilon_r=12$:

| $F$ (V/nm) | $x_m$ (nm) | $\Delta\phi$ (eV) |
|---|---|---|
| 0.001 | 5.48 | 0.011 |
| 0.010 | 1.73 | 0.035 |
| 0.100 | 0.55 | 0.11 |

A hundredfold stronger field gives ten times the lowering and brings the top ten times closer. In the last row the top is at a distance comparable with atomic spacings and smaller than the 0.6 nm shift, so that row shows only what the ideal formula gives. Such a field, $10^8$ V/m, is also above the breakdown field of lightly doped silicon, about $3\times10^7$ V/m. At a contact it needs several $10^{18}$ donors per cm$^3$, where the barrier is thin and tunnelling through it cannot be left out. The electron is also a wave, and a point-charge energy is doubtful when the wave is spread over a distance comparable with $x_m$. At 300 K the thermal wavelength $h/\sqrt{2\pi mk_BT}$ of a free electron is 4.3 nm, more than $x_m$ in the last two rows, so this doubt already applies to the worked example. A lighter effective mass makes it stronger: for $0.26$ of the free mass the wavelength is 8.4 nm, more than $x_m$ in all three rows.

**Q.** You used one permittivity throughout. Which one belongs in the formula?

**A.** The one that describes how the medium responds to this electron as it passes. The derivation assumed a slow electron and a full response, which means the static permittivity. If part of the polarization is too slow to follow, the image term needs a smaller effective value, and the static formula underestimates the lowering at a given $F$.

The dependence is $\Delta\phi\propto1/\sqrt{\varepsilon_r}$ at fixed $F$. In vacuum, with the same $F=0.010$ V/nm, the top lies at $6.00$ nm and the lowering is $0.120$ eV. Both are larger than in the medium by $\sqrt{12}\approx3.46$. A medium that screens the electron weakens its attraction to the metal.

**Q.** A semiconductor contact has no uniform field. In the depletion layer the field falls with distance. Is your example still relevant?

**A.** It is, if the field changes little between the metal and $x_m$. Consider a layer of width $W$ with a uniform density $N_D$ of ionized donors and no other space charge. By Gauss's law the field magnitude falls at the constant rate $qN_D/\varepsilon$. If it is $F$ at the metal and zero at $W$, it equals $F(1-x/W)$, with $N_D=\varepsilon F/(qW)$. The field energy becomes

$$-qF\int_0^x\left(1-\frac sW\right)ds=-qFx+\frac{qFx^2}{2W}.$$

The new term is positive, so it raises the top and reduces the lowering. At a maximum the slope is zero, so a small shift of the top does not affect its height to first order. We may therefore evaluate the new term at the old position:

$$\text{reduction of }\Delta\phi\approx\frac{qFx_m^2}{2W}.$$

Relative to $\Delta\phi=2qFx_m$ this is $x_m/(4W)$, so the condition is $x_m\ll W$.

**Q.** Give me a case where I can judge the approximation.

**A.** Keep $F=0.010$ V/nm at the metal and take $W=100$ nm, which corresponds to $N_D=6.6\times10^{16}$ cm$^{-3}$. The estimate is

$$\frac{0.010\times3.00}{2\times100}\ \text{eV}=0.150\ \text{meV}.$$

Finding the maximum of the full energy numerically gives a reduction of $0.151$ meV. The lowering goes from $34.6$ to $34.5$ meV, a change of about 0.4%.

**Q.** And the small difference between 0.150 and 0.151?

**A.** It comes from the shift of the top, at the next order. The new term adds a slope $g=qFx_m/W$ at the old top. The old curvature there is $U''(x_m)=-2qF/x_m$, from the force balance. Near the top, a displacement $\delta$ adds $g\delta-(qF/x_m)\delta^2$ to the energy. This is largest at

$$\delta=\frac{g\,x_m}{2qF}=\frac{x_m^2}{2W},$$

where it equals $g\delta/2=qFx_m^3/(4W^2)$. Compared with the first correction, this is a fraction $x_m/(2W)$, or about 0.9%. It raises $0.1500$ to $0.1513$ meV, which agrees with the numerical maximum to the digits given. The displacement is $3.00/200=0.015$ nm, and the numerical top indeed lies at $1.747$ nm instead of $1.732$ nm. For this layer, with its donor charge taken as smooth, the uniform field is a good approximation near the barrier top, although the field falls to zero at the far edge. Real donors are discrete, here about 25 nm apart, and they make the lowering vary from place to place by more than this small correction.

All numerical values are calculated from the stated model.
